\section*{Counterpoise Gradients with Ghost Centres and Superposition Shifts in a Dimer, part 2}

Two atoms $A$ and $B$ lie on the $z$ axis at $z_A$ and $z_B=z_A+R$, with nuclear masses $M_A$ and $M_B$. We ask how basis-set superposition error changes their separation and vibration. Energies are in Ry and lengths in bohr, with $\hbar=1$; the unit of mass is two electron masses. A prime denotes $d/dR$.

Ghost functions are basis functions on a centre without its nucleus or electrons. They lower the atomic energies by a total $B(R)\geq0$. The counterpoise (CP) correction removes this error from the dimer energy, giving $E_{\rm CP}$. Relative to the separate atoms in their own bases, the corrected and uncorrected interaction energies obey
\begin{equation}
V_{\rm unc}(R)=V_{\rm CP}(R)-B(R).
\label{eq:relation}
\end{equation}

At the corrected minimum $R_c$, let $k=V_{\rm CP}''$ and $g=V_{\rm CP}'''$. For the curve $V_{\rm CP}-\lambda B$, with minimum $R_\lambda$ and force constant $k_\lambda$ there,
\begin{equation}
\left.\frac{dR_\lambda}{d\lambda}\right|_0=\frac{B'}{k},
\label{eq:dr}
\end{equation}
\begin{equation}
\left.\frac{dk_\lambda}{d\lambda}\right|_0
=g\frac{B'}{k}-B'' .
\label{eq:dk}
\end{equation}
Setting $\lambda=1$ gives the uncorrected curve, so these are its first-order shifts. The stationary condition is then $V_{\rm CP}'=B'$. An exponential model, $B=b\,e^{-\alpha R}$ with $b,\alpha>0$, has $B''>0$.

The Hartree--Fock gradient formula requires a stationary energy. The slope correction $B'$ has real-centre and ghost-centre parts. With $e_A(R)$ the energy of atom $A$ in the basis of both atoms, omitting the ghost part for identical atoms in identical bases leaves the slope
\begin{equation}
V_{\rm unc}'-e_A'=V_{\rm unc}'+\tfrac12B' .
\label{eq:half}
\end{equation}
For unlike atoms or bases, the omission generally produces a net force.

Two gradient tests appear in the numerical output. One used a two-lithium fragment with an off-axis ghost, comparing derivatives of its superposition energy with finite differences. The other, labelled "mixed bases", used 3-21G functions on one lithium atom and STO-3G on the other.

\subsection{From force constant to frequency}

Newton's equations for the two atoms are $M_A\ddot z_A=V'$ and $M_B\ddot z_B=-V'$. Subtracting the accelerations gives
\begin{equation}
\ddot R=-\left(\frac1{M_A}+\frac1{M_B}\right)V'(R)
=-\frac{V'(R)}{\mu},
\end{equation}
where $\mu=M_AM_B/(M_A+M_B)$. Near a minimum, $V'(R)=k(R-R_c)$ to leading order, so the angular frequency is
\begin{equation}
\omega=\sqrt{\frac k\mu}.
\end{equation}
Because $\hbar=1$, its value in Ry is also the harmonic quantum $\hbar\omega$. For a small change $\Delta k$,
\begin{equation}
\frac{\Delta\omega}{\omega}
=\sqrt{1+\frac{\Delta k}{k}}-1
\simeq\frac{\Delta k}{2k}.
\label{eq:domega}
\end{equation}
The masses do not change between the two curves, so they cancel from the relative shift.

\subsection{Mean separation at finite temperature}

Molecular dynamics gives an average over motion, not the position of the minimum. For a freely rotating classical pair in canonical equilibrium, integration over momenta gives a factor independent of $R$, and integration over directions gives a factor $R^2$. The radial distribution within the bound well is therefore
\begin{equation}
P(R)\propto R^2e^{-V(R)/k_BT}.
\label{eq:boltz}
\end{equation}
The restriction to the well is necessary: a free pair in unlimited volume would spend arbitrarily long times dissociated.

Let $x=R-R_e$, where $R_e$ is the minimum of the curve considered, and let $k,g$ now be its derivatives there. At low temperature
\begin{align}
R^2&=R_e^2\left(1+\frac{2x}{R_e}+\cdots\right),\\
e^{-V/k_BT}&\propto e^{-kx^2/2k_BT}
\left(1-\frac{gx^3}{6k_BT}+\cdots\right).
\end{align}
With Gaussian averages denoted by the subscript 0, odd moments vanish and
\begin{equation}
\langle x^2\rangle_0=\frac{k_BT}{k},\qquad
\langle x^4\rangle_0=3\left(\frac{k_BT}{k}\right)^2 .
\end{equation}
Collecting the terms of first order in temperature gives
\begin{align}
\langle R\rangle-R_e
&\simeq\frac{2}{R_e}\langle x^2\rangle_0
-\frac{g}{6k_BT}\langle x^4\rangle_0\notag\\
&=k_BT\left(\frac{2}{kR_e}-\frac{g}{2k^2}\right).
\label{eq:thermal}
\end{align}
Corrections to the normalization enter at the next order. The first term is the outward bias from rotation. The second is outward when $g<0$, because stretching then costs less energy than equal compression. A superposition error shifts the mean through $R_e$ and also through the thermal term.

Motion rigidly confined to a line has no factor $R^2$ and hence no first term in \eqref{eq:thermal}. A restraint on the angle alone, however stiff, does not remove it: the integral over directions is still independent of $R$, and the factor $R^2$ remains. At $T=0$, classical nuclei rest at $R_e$; quantum nuclei retain zero-point motion, which this average omits.

\subsection{A lithium pair}

The example is singlet Li$_2$ in restricted Hartree--Fock theory, with each doublet atom in unrestricted Hartree--Fock theory. Its fragments are atoms, so the mode is the stretch between them, not a vibration of a weakly bound molecular complex. The restricted solution is stationary, as the gradient formula requires, but it is not the lowest determinant: already at the minimum, an unrestricted solution with broken spin symmetry has a lower energy, and its own minimum is longer and softer. The restricted curve serves here as a smooth model on which to display the superposition error, not as a prediction for Li$_2$. The nuclear mass is set to $7$ u. STO-3G is used because its superposition error is large enough to display clearly. The complete values are in the numerical output.

At $R=5.50$ bohr the uncorrected slope is $0.014994$ Ry/bohr. Real and ghost centres each contribute $-0.001546$ Ry/bohr, as symmetry requires. The corrected slope is
\begin{equation}
0.014994-2(0.001546)\simeq0.01190\ {\rm Ry/bohr}.
\end{equation}
Dropping the ghost part leaves $0.01345$ Ry/bohr. In tests, the corrected and truncated slopes agreed with derivatives of $V_{\rm CP}$ and $V_{\rm unc}+B/2$, respectively, obtained from separately computed energies.

At the corrected minimum, $R_c=5.156$ bohr, the derivatives are
\begin{align}
k&=0.040273\ {\rm Ry/bohr^2},&
g&=-0.036280\ {\rm Ry/bohr^3},\notag\\
B'&=-0.002612\ {\rm Ry/bohr},&
B''&=-0.001817\ {\rm Ry/bohr^2}.
\end{align}
The first-order displacement is therefore
\begin{equation}
\frac{B'}{k}=\frac{-0.002612}{0.040273}
\simeq-0.065\ {\rm bohr}.
\end{equation}
Direct minimization gives $5.0955-5.1559=-0.0604$ bohr, or $-0.032$ angstrom. Most of the difference follows from the next terms in the stationary condition. With $x=R-R_c$,
\begin{equation}
kx+\tfrac12gx^2=B'+B''x .
\end{equation}
Rearrangement gives a form that can be iterated from $x=B'/k$:
\begin{equation}
x=\frac{B'-\frac12gx^2}{k-B''}
=\frac{-0.002612+0.018140x^2}{0.042090}.
\end{equation}
It converges to $x\simeq-0.0605$ bohr. The curvature of $B$ and the anharmonicity of $V_{\rm CP}$ both reduce the magnitude of the first estimate.

For the force constant, \eqref{eq:dk} gives
\begin{equation}
\Delta k\simeq0.002353-(-0.001817)
\simeq0.00417\ {\rm Ry/bohr^2}.
\end{equation}
Both contributions stiffen the mode. The negative $B''$ differs from the exponential model: near this minimum the superposition energy is concave. Since its slope is negative here but must approach zero when the overlap with the ghost vanishes, $B''$ must become positive somewhere at larger separation. The exponential form is thus not a suitable extrapolation from this minimum.

The full change is $0.004213$ Ry/bohr$^2$. From the frequency ratio,
\begin{equation}
\frac{\omega_{\rm unc}}{\omega_{\rm CP}}
=\sqrt{\frac{0.040273+0.004213}{0.040273}}
\simeq1.051 .
\end{equation}
The corrected frequency is $3.553$ mRy and the uncorrected one is $3.734$ mRy. Their difference is $0.181$ mRy, or about $20$ cm$^{-1}$: a $5.1\%$ increase relative to the corrected value. A small-amplitude trajectory on the corrected curve gave $3.553$ mRy, testing the reduced mass and the harmonic formula.

The well depth changes much more. At the corrected minimum $B=10.77$ mRy, compared with a corrected depth of $4.54$ mRy. The uncorrected curve can lower its energy further by moving to its own minimum. Minimizing $\frac12kx^2-B'x$ gives an extra change
\begin{equation}
-\frac{B'^2}{2k}
=-\frac{(0.002612)^2}{2(0.040273)}\ {\rm Ry}
\simeq-0.085\ {\rm mRy}.
\end{equation}
The estimated uncorrected minimum is thus $-4.54-10.77-0.09\simeq-15.40$ mRy, close to the direct value $-15.39$ mRy. Most of the error is a vertical lowering; the smaller variation with $R$ produces the geometric and vibrational shifts.

\subsection{The thermal shift}

The quadrature of \eqref{eq:boltz} runs from $3.8$ to $8.5$ bohr, where the weight has fallen below $10^{-3}$ of its peak. The corrected well is only $4.54$ mRy deep, about $2.4\,k_BT$ at $300$ K, so this decay at large $R$ relies on the restricted curve rising above the energy of the separate atoms; the averages belong to that model curve. At $300$ K the quadrature gives mean separations of $5.1323$ bohr without correction and $5.1960$ bohr with it. The shift is $-0.0637$ bohr, or $-0.034$ angstrom. Subtracting the corresponding minima separates its parts:
\begin{align}
\langle R\rangle_{\rm unc}-R_{e,{\rm unc}}
&=0.0368\ {\rm bohr},\notag\\
\langle R\rangle_{\rm CP}-R_{e,{\rm CP}}
&=0.0401\ {\rm bohr}.
\end{align}
The uncorrected well is stiffer and expands less. This adds $-0.0033$ bohr to the $-0.0604$ bohr shift of the minimum.

For the corrected curve the two terms in the parentheses of \eqref{eq:thermal} are
\begin{align}
\frac{2}{kR_e}&=\frac{2}{0.040273\times5.15586}
\simeq9.63\ {\rm bohr/Ry},\notag\\
-\frac g{2k^2}&=\frac{0.036280}{2(0.040273)^2}
\simeq11.18\ {\rm bohr/Ry}.
\end{align}
Rotation and anharmonicity therefore make comparable contributions. The low-temperature formula gives a mean of $5.1954$ bohr, only $0.0005$ bohr below quadrature. In tests at $10$ K, its predicted displacement from the minimum agreed with quadrature within $5\%$ for both curves.

These are classical averages. The value $5.19542-5.15586\simeq0.0396$ bohr, divided by $20.82$ bohr/Ry, recovers $k_BT\simeq1.90$ mRy. The corrected vibrational quantum, $3.55$ mRy, is larger. For a harmonic oscillator the quantum mean-square displacement exceeds the classical one by the factor $y\coth y$, with $y=\hbar\omega/2k_BT$. Here $y\simeq0.93$ and the factor is about $1.28$, so classical nuclei underestimate the vibrational spread at this temperature.

\subsection{Omitted ghost terms and larger bases}

If the ghost derivatives are omitted, \eqref{eq:half} places the pair on $V_{\rm unc}+B/2$. The resulting minimum is $5.1246$ bohr, so the fraction of the separation correction recovered is
\begin{equation}
\frac{5.1246-5.0955}{5.1559-5.0955}\simeq0.48 .
\end{equation}
The force correction is halved at fixed $R$, but the minimum depends non-linearly on the force; its shift need not be halved. The frequency becomes $3.644$ mRy, between the two complete results.

The error depends strongly on the basis:

\begin{center}
\begin{tabular}{lcccc}
Basis & \multicolumn{2}{c}{$R_e$ (bohr)} &
\multicolumn{2}{c}{$\omega$ (mRy)}\\
 & uncorr. & CP & uncorr. & CP\\
STO-3G & 5.096 & 5.156 & 3.734 & 3.553\\
3-21G & 5.321 & 5.349 & 3.104 & 3.041\\
def2-TZVP & 5.287 & 5.287 & 3.030 & 3.030
\end{tabular}
\end{center}

In def2-TZVP, $B$ at the corrected minimum is $0.005$ mRy and the separation shift is about $-0.00005$ bohr. For this pair and level of theory, the correction is then negligible for the dynamics considered.

The table also shows what the correction does not promise. Relative to def2-TZVP, the STO-3G separation improves on correction but remains $0.13$ bohr too short. The 3-21G separation moves farther away: its discrepancy grows from $0.033$ to $0.061$ bohr. Before correction, superposition error and other basis error partly cancel in that separation; removing one exposes more of the other. The 3-21G frequency moves closer to the def2-TZVP value, but this depends on the reference: against the value of about $3.08$ mRy in larger bases, its error changes from about $+0.025$ to about $-0.04$ mRy. Agreement of one property with a larger basis is therefore not a test of the gradient formula.

The def2-TZVP result is itself a finite-basis Hartree--Fock result, and its small $B$ does not mean that it is converged: def2-QZVP and cc-pVTZ give a restricted minimum near $5.26$ bohr and a frequency near $3.08$ mRy, shifts of about $-0.027$ bohr and $+0.05$ mRy, much larger than the counterpoise correction in def2-TZVP. It omits correlation, and restricted Hartree--Fock theory does not separate singlet Li$_2$ into two neutral doublet atoms correctly. The lower, unrestricted solution is already present at the minimum in all three bases, so staying near the minimum does not remove this limitation. The tabulated values describe the restricted model, and its $300$ K averages depend in part on a region where the restricted curve lies above the atomic limit. For an implementation, the decisive check is the finite difference of $E_{\rm CP}$ with every centre displaced in turn, preferably for unlike fragments or unequal bases. In that case a missing ghost term also appears as a net force, which symmetry would hide in the identical pair.

\section*{Computed results}
\begin{verbatim}
Li mass = 7.0 u; temperature = 300 K
off-axis ghost: largest gradient error = 1.8e-09 Ry/bohr
mixed bases, R = 5.50 bohr
  net force, ghost terms kept = -9.9e-17 Ry/bohr
  net force, ghost terms dropped = 0.003296 Ry/bohr
STO-3G Li energy, own basis = -14.631052 Ry
STO-3G dV/dR parts at R = 5.50 bohr, in Ry/bohr
  uncorrected = 0.014994
  real-centre correction = -0.001546
  ghost-centre correction = -0.001546
  CP total = 0.011901
STO-3G derivatives at the CP minimum
  k = 0.040273 Ry/bohr^2; g = -0.036280 Ry/bohr^3
  B' = -0.002612 Ry/bohr; B'' = -0.001817 Ry/bohr^2
  g*B'/k = 0.002353 Ry/bohr^2
  first-order change of k = 0.004171 Ry/bohr^2
  full change of k = 0.004213 Ry/bohr^2
STO-3G shifts, uncorrected minus CP
  R_e first order = -0.06487 bohr
  R_e direct = -0.06036 bohr = -0.03194 angstrom
  frequency first order = 0.18398 mRy
  frequency direct = 0.18123 mRy = 19.89 cm^-1
  mean R at 300 K = -0.06367 bohr = -0.03369 angstrom
STO-3G with ghost derivatives dropped
  R_e = 5.12460 bohr; frequency = 3.64442 mRy
trajectory frequency, CP = 3.55312 mRy
low-temperature formula applied at 300 K, STO-3G
  mean R uncorrected = 5.13177 bohr
  mean R CP = 5.19542 bohr
sto-3g: B at CP minimum = 10.77256 mRy
  V at minimum: uncorrected -15.3906, CP -4.5385 mRy
  R_e: uncorrected 5.09550, CP 5.15586 bohr
  frequency: uncorrected 3.73433, CP 3.55310 mRy
  mean R at 300 K: uncorrected 5.13228, CP 5.19595 bohr
3-21g: B at CP minimum = 2.25755 mRy
  V at minimum: uncorrected -12.4555, CP -10.1860 mRy
  R_e: uncorrected 5.32091, CP 5.34892 bohr
  frequency: uncorrected 3.10439, CP 3.04138 mRy
  mean R at 300 K: uncorrected 5.37775, CP 5.40703 bohr
def2-tzvp: B at CP minimum = 0.00522 mRy
  V at minimum: uncorrected -11.2305, CP -11.2253 mRy
  R_e: uncorrected 5.28744, CP 5.28749 bohr
  frequency: uncorrected 3.02978, CP 3.02973 mRy
  mean R at 300 K: uncorrected 5.34555, CP 5.34560 bohr
\end{verbatim}
